# In-Situ Learning Compensates Fixed Input Offsets in a Three-Bit Magnetic Boltzmann Network: verification in Python

```python
"""
Result under test: a three-bit Boltzmann network of magnetic bits, trained by
  parameter += step * (data moment - moment measured on the device),
ends at couplings J* and biases h* - delta, where (h*, J*) is the optimum of an
offset-free device and delta are fixed input offsets unknown to the algorithm.
Symbols: m_i = +-1 bits; theta = (h1,h2,h3,J12,J13,J23), dimensionless inputs in
units of the thermal field B_T = kT/(Ms V); bit i flips at the rate
exp(-m_i I_i)/tau with I_i = h_i + sum_j J_ij m_j + delta_i.
Divergences are Kullback-Leibler divergences in nats.
"""
import itertools
import math
import random
import numpy as np
from scipy.constants import k as k_B, mu_0
from scipy.optimize import brentq

# ---------- device, rough typical CoFeB/MgO superparamagnetic junction ----------
diameter, thickness = 40e-9, 1.5e-9          # m
magnetization, temperature = 1.0e6, 300.0    # A/m, K
barrier, attempt_time = 10.0, 1e-9           # kT, s
offset_field = np.array([2.0, -1.5, 2.5])    # mT, hidden from the algorithm
moment = magnetization * math.pi * diameter**2 / 4 * thickness
B_T = 1e3 * k_B * temperature / moment       # mT
B_K = 2 * barrier * B_T                      # anisotropy field, mT
tau = attempt_time * math.exp(barrier)       # zero-field dwell time, s
delta = offset_field / B_T
no_offset = np.zeros(3)

# ---------- states, features, data ----------
S = np.array(list(itertools.product([-1, 1], repeat=3)), float)
PAIRS = [(0, 1), (0, 2), (1, 2)]
F = np.column_stack([S] + [S[:, i] * S[:, j] for i, j in PAIRS])
triple = S.prod(axis=1)
FLIP = np.array([[s ^ (4 >> i) for i in range(3)] for s in range(8)])
valid = np.array([(c > 0) == (a > 0 and b > 0) for a, b, c in S])
valid_weight = 0.8
data = np.where(valid, valid_weight / 4, (1 - valid_weight) / 4)
data_moments = F.T @ data


def boltzmann(theta):
    w = np.exp(F @ theta)
    return w / w.sum()


def log_likelihood(theta):
    return data_moments @ theta - math.log(np.exp(F @ theta).sum())


def covariance(p):
    centred = F - p @ F
    return centred.T @ (p[:, None] * centred)


def divergence(p, q):
    return float(np.sum(p * np.log(p / q)))


def coupling_matrix(theta):
    J = np.zeros((3, 3))
    for value, (i, j) in zip(theta[3:], PAIRS):
        J[i, j] = J[j, i] = value
    return J


def inputs(theta, offset):
    return S @ coupling_matrix(theta) + theta[:3] + offset


def generator(rates):
    Q = np.zeros((8, 8))
    Q[np.arange(8)[:, None], FLIP] = rates
    Q[np.arange(8), np.arange(8)] = -rates.sum(axis=1)
    return Q


def stationary(Q):
    A = Q.T.copy()
    A[-1] = 1.0
    rhs = np.zeros(len(Q))
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def device(theta, offset, gain=1.0, speed=1.0, drive=None):
    """Stationary distribution of the device from its master equation."""
    I = gain * inputs(theta, offset)
    if drive is not None:
        I = drive(I)
    return stationary(generator(speed * np.exp(-S * I)))


def learn(measure, start, step=0.3, updates=1000, decay=0.0, limit=np.inf):
    """Learning with exact averages; also returns the moment errors."""
    theta, errors = np.array(start, float), []
    for _ in range(updates):
        mismatch = data_moments - F.T @ measure(theta)
        errors.append(np.abs(mismatch).max())
        theta = theta + step * (mismatch - decay * theta)
        theta[:3] = np.clip(theta[:3], -limit, limit)
    return theta, np.array(errors)


# ---------- stationary law, with and without the quadratic barrier term ----------
rng = np.random.default_rng(1)
shift = np.concatenate([delta, np.zeros(3)])
for _ in range(20):
    th = rng.normal(size=6)
    target = boltzmann(th + shift)
    I = inputs(th, delta)
    B = I * B_T
    full_rates = np.exp(barrier - barrier * (1 + S * B / B_K)**2)
    assert np.allclose(device(th, delta), target, atol=1e-10)
    assert np.allclose(stationary(generator(full_rates)), target, atol=1e-10)

# ---------- gradient, Hessian, eigenvalue bounds, ascent inequality ----------
fd = 1e-5
for _ in range(100):
    th = rng.normal(size=6)
    p = boltzmann(th)
    g = data_moments - F.T @ p
    C = covariance(p)
    steps = fd * np.eye(6)
    g_fd = [(log_likelihood(th + e) - log_likelihood(th - e)) / (2 * fd) for e in steps]
    H_fd = [-(F.T @ (boltzmann(th + e) - boltzmann(th - e))) / (2 * fd) for e in steps]
    assert np.allclose(g, g_fd, atol=1e-8)
    assert np.allclose(-C, H_fd, atol=1e-8)
    eig = np.linalg.eigvalsh(C)
    assert 8 * p.min() <= eig[0] + 1e-12 and eig[-1] <= 6
    for eps in (0.1, 0.3):
        gain_L = log_likelihood(th + eps * g) - log_likelihood(th)
        assert gain_L >= eps * (1 - 3 * eps) * (g @ g) - 1e-12

# ---------- optimum by a separate road: root search for the third moment ----------
base = 1 + F @ data_moments
low = -base[triple > 0].min() + 1e-12
high = base[triple < 0].min() - 1e-12
third = brentq(lambda t: triple @ np.log((base + t * triple) / 8), low, high, xtol=1e-14)
best = (base + third * triple) / 8
theta_best = F.T @ np.log(best) / 8

# ---------- exact-average learning on ideal and offset devices ----------
theta_ideal, err_ideal = learn(lambda t: device(t, no_offset), np.zeros(6))
theta_insitu, err_insitu = learn(lambda t: device(t, delta), np.zeros(6))
assert np.allclose(theta_ideal, theta_best, atol=1e-8)
assert np.allclose(theta_insitu, theta_best - shift, atol=1e-8)
assert np.allclose(device(theta_insitu, delta), best, atol=1e-8)
early_offset, _ = learn(lambda t: device(t, delta), np.zeros(6), updates=15)
early_ideal, _ = learn(boltzmann, shift, updates=15)
assert np.allclose(early_offset + shift, early_ideal, atol=1e-10)
assert np.abs(early_ideal - theta_best).max() > 1e-3   # compared before convergence
updates_ideal = int(np.argmax(err_ideal < 1e-3))
updates_insitu = int(np.argmax(err_insitu < 1e-3))

# ---------- parameters trained elsewhere and loaded on the offset device ----------
loaded = device(theta_best, delta)
logZ = lambda t: math.log(np.exp(F @ t).sum())
cost_formula = logZ(theta_best + shift) - logZ(theta_best) - delta @ data_moments[:3]
cost_direct = divergence(best, loaded)
residual = divergence(data, best)
assert abs(cost_formula - cost_direct) < 1e-10
assert abs(divergence(data, loaded) - residual - cost_direct) < 1e-10

# ---------- limits: weight decay and clipped bias ----------
decay = 0.02
dec_ideal, _ = learn(lambda t: device(t, no_offset), np.zeros(6), decay=decay)
dec_off, _ = learn(lambda t: device(t, delta), np.zeros(6), decay=decay)
kl_dec_ideal = divergence(best, device(dec_ideal, no_offset))
kl_dec_off = divergence(best, device(dec_off, delta))
moment_gap = np.abs(F.T @ (device(dec_ideal, no_offset) - device(dec_off, delta))).max()
assert moment_gap > 0.01
bias_limit = 1.0
_, err_clip = learn(lambda t: device(t, delta), np.zeros(6), limit=bias_limit)
assert np.abs(theta_insitu[:3]).max() > bias_limit and err_clip[-1] > 0.01

# ---------- learning from a random continuous-time simulation ----------
window, n_updates, burn_in, small_step = 100.0, 6000, 2000, 0.1   # window in tau


def sampled_learning(offset, seed):
    rnd, log = random.Random(seed).random, math.log
    theta, total_theta, s = np.zeros(6), np.zeros(6), 0
    for update in range(n_updates):
        rates = np.exp(-S * inputs(theta, offset))
        exit_rate = rates.sum(axis=1)
        first = (rates[:, 0] / exit_rate).tolist()
        second = ((rates[:, 0] + rates[:, 1]) / exit_rate).tolist()
        exit_rate = exit_rate.tolist()
        occupied, left = [0.0] * 8, window
        while True:
            dwell = -log(1.0 - rnd()) / exit_rate[s]
            if dwell >= left:
                occupied[s] += left
                break
            occupied[s] += dwell
            left -= dwell
            u = rnd()
            s ^= 4 if u < first[s] else (2 if u < second[s] else 1)
        measured = F.T @ np.array(occupied) / window
        theta = theta + small_step * (data_moments - measured)
        if update >= burn_in:
            total_theta += theta
    return total_theta / (n_updates - burn_in)


theta_sampled = sampled_learning(delta, 11)
theta_control = sampled_learning(no_offset, 12)
C_best = covariance(best)
Q_best = generator(np.exp(-S * inputs(theta_best, no_offset)))
centred = F - best @ F
X = np.linalg.solve(np.outer(np.ones(8), best) - Q_best, centred)
M = centred.T @ (best[:, None] * X)
noise = (M + M.T) / window
C_inv = np.linalg.inv(C_best)
std_error = np.sqrt(np.diag(C_inv @ noise @ C_inv) / (n_updates - burn_in))
z_offset = np.abs(theta_sampled - (theta_best - shift)) / std_error
z_control = np.abs(theta_control - theta_best) / std_error
# five standard errors: random noise plus a small bias of the constant step
assert z_offset.max() < 5 and z_control.max() < 5
trained = device(theta_sampled, delta)
kl_trained = divergence(best, trained)
kl_control = divergence(best, device(theta_control, no_offset))
assert kl_trained < 0.01 * cost_direct

# ---------- neglected effects ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
x, w = (nodes + 1) / 2, weights / 2


def well_drive(I):
    """Half the log ratio of up and down occupation of a macrospin."""
    I = np.asarray(I)[..., None]
    up = (w * np.exp(barrier * (x**2 - 1) + I * x)).sum(axis=-1)
    down = (w * np.exp(barrier * (x**2 - 1) - I * x)).sum(axis=-1)
    return 0.5 * np.log(up / down)


well_gain = float(well_drive(1e-3)) / 1e-3
gains = np.array([1.05, 0.95, 1.00])
speeds = np.exp(-barrier * (gains - 1))
effects = {}
for name, options in (("well fluctuations", dict(drive=well_drive)),
                      ("5% moment mismatch", dict(gain=gains, speed=speeds))):
    frozen = divergence(best, device(theta_insitu, delta, **options))
    again, err = learn(lambda t: device(t, delta, **options), theta_insitu)
    relearned = divergence(best, device(again, delta, **options))
    assert err[-1] < 1e-8 and relearned < frozen
    effects[name] = (frozen, relearned)
warmer = 10.0
kl_warm = divergence(best, device(theta_insitu, delta,
                                  gain=temperature / (temperature + warmer)))
drift_field = 0.2
drift = np.full(3, drift_field / B_T)
kl_drift = divergence(best, device(theta_insitu, delta + drift))
kl_drift_quadratic = 0.5 * drift @ C_best[:3, :3] @ drift
assert abs(kl_drift / kl_drift_quadratic - 1) < 0.15   # cubic term neglected


def delayed_device(theta, offset, delay):
    """Each bit acts through a stored copy refreshed at the rate 1/delay."""
    Q = np.zeros((64, 64))
    I = inputs(theta, offset)
    for m in range(8):
        for c in range(8):
            for i in range(3):
                Q[8 * m + c, 8 * FLIP[m, i] + c] += math.exp(-S[m, i] * I[c, i])
                if S[m, i] != S[c, i]:
                    Q[8 * m + c, 8 * m + FLIP[c, i]] += 1 / delay
    Q -= np.diag(Q.sum(axis=1))
    return stationary(Q).reshape(8, 8).sum(axis=1)


assert np.allclose(delayed_device(theta_insitu, delta, 1e-6), best, atol=1e-4)
delay_time = 100e-9
kl_delay = divergence(best, delayed_device(theta_insitu, delta, delay_time / tau))
spacing = 200e-9
dipole_field = 1e3 * mu_0 * moment / (4 * math.pi * spacing**3)

# ---------- printed numbers ----------
row = lambda v, d=3: " ".join(f"{a:+.{d}f}" for a in v)
print(f"Diameter {diameter*1e9:.0f} nm, thickness {thickness*1e9:.1f} nm, "
      f"Ms {magnetization/1e6:.1f} MA/m, T {temperature:.0f} K")
print(f"Barrier {barrier:.0f} kT, attempt time {attempt_time*1e9:.0f} ns")
print(f"Magnetic moment {moment:.3e} A m^2; thermal field B_T {B_T:.3f} mT")
print(f"Anisotropy field {B_K:.1f} mT; zero-field dwell time {tau*1e6:.1f} us")
print("Hidden offsets A B C (mT):", row(offset_field, 1))
print("Hidden offsets A B C (units of B_T):", row(delta))
print("Data moments A B C AB AC BC:", row(data_moments))
print(f"Third moment ABC: data {triple @ data:.4f}, best model {third:.4f}")
print("Best h_A h_B h_C J_AB J_AC J_BC:", row(theta_best, 4))
print("In-situ, exact averages, same order:", row(theta_insitu, 4))
print("In-situ, sampled, same order:", row(theta_sampled, 4))
print("Predicted standard errors:", row(std_error, 4))
print(f"Largest error / standard error: offset device {z_offset.max():.2f}, "
      f"offset-free device {z_control.max():.2f}")
print("Best fields, no offset (mT):", row(theta_best * B_T))
print("In-situ fields, exact averages (mT):", row(theta_insitu * B_T))
print("In-situ fields, sampled (mT):", row(theta_sampled * B_T))
print("Probabilities: A B C | data | best | loaded from outside | trained in situ")
for s in range(8):
    print(" ".join(f"{int(b):+d}" for b in S[s]),
          f"| {data[s]:.4f} | {best[s]:.4f} | {loaded[s]:.4f} | {trained[s]:.4f}")
print("Weight on valid AND rows, same order:",
      " ".join(f"{q[valid].sum():.4f}" for q in (data, best, loaded, trained)))
print(f"Divergence data-best {residual:.5f} nat; data-loaded {divergence(data, loaded):.5f} nat")
print(f"Divergence best-loaded {cost_direct:.5f} nat; quadratic estimate "
      f"{0.5 * delta @ C_best[:3, :3] @ delta:.5f} nat")
print(f"Divergence best-trained, sampled: offset {kl_trained:.2e}, no offset {kl_control:.2e} nat")
ev = np.linalg.eigvalsh(C_best)
print(f"Covariance eigenvalues at optimum: min {ev[0]:.4f}, max {ev[-1]:.4f}; "
      f"8 p_min {8*best.min():.4f}")
print(f"Updates to moment error 0.001 at step 0.3: no offset {updates_ideal}, offset {updates_insitu}")
print(f"Sampled run: step {small_step}, {n_updates} updates, first {burn_in} not averaged")
print(f"Window {window:.0f} dwell times = {window*tau*1e3:.3f} ms; "
      f"total device time {n_updates*window*tau:.2f} s")
print(f"Weight decay {decay}: divergence from best, no offset {kl_dec_ideal:.2e}, "
      f"offset {kl_dec_off:.2e} nat")
print(f"Bias clipped at {bias_limit*B_T:.2f} mT: remaining moment error {err_clip[-1]:.4f}")
print(f"Small-input gain with well fluctuations: {well_gain:.4f}")
for name, (frozen, relearned) in effects.items():
    print(f"Neglected, {name}: frozen {frozen:.2e}, relearned {relearned:.2e} nat")
print(f"Neglected, {warmer:.0f} K warmer, frozen: {kl_warm:.2e} nat")
print(f"Neglected, feedback delay {delay_time*1e9:.0f} ns, frozen: {kl_delay:.2e} nat")
print(f"Neglected, offset drift {drift_field} mT, frozen: {kl_drift:.2e} nat "
      f"(quadratic estimate {kl_drift_quadratic:.2e})")
print(f"Neglected, dipole field at {spacing*1e9:.0f} nm: {dipole_field:.4f} mT "
      f"= {dipole_field/B_T:.4f} B_T")
print("OK")
```

It prints:

```
Diameter 40 nm, thickness 1.5 nm, Ms 1.0 MA/m, T 300 K
Barrier 10 kT, attempt time 1 ns
Magnetic moment 1.885e-18 A m^2; thermal field B_T 2.197 mT
Anisotropy field 43.9 mT; zero-field dwell time 22.0 us
Hidden offsets A B C (mT): +2.0 -1.5 +2.5
Hidden offsets A B C (units of B_T): +0.910 -0.683 +1.138
Data moments A B C AB AC BC: +0.000 +0.000 -0.300 +0.000 +0.300 +0.300
Third moment ABC: data 0.3000, best model 0.0734
Best h_A h_B h_C J_AB J_AC J_BC: +0.1249 +0.1249 -0.3924 -0.1249 +0.3924 +0.3924
In-situ, exact averages, same order: -0.7853 +0.8076 -1.5301 -0.1249 +0.3924 +0.3924
In-situ, sampled, same order: -0.7866 +0.8074 -1.5282 -0.1222 +0.3919 +0.3910
Predicted standard errors: +0.0017 +0.0017 +0.0017 +0.0012 +0.0013 +0.0013
Largest error / standard error: offset device 2.25, offset-free device 1.72
Best fields, no offset (mT): +0.274 +0.274 -0.862 -0.274 +0.862 +0.862
In-situ fields, exact averages (mT): -1.726 +1.774 -3.362 -0.274 +0.862 +0.862
In-situ fields, sampled (mT): -1.728 +1.774 -3.358 -0.269 +0.861 +0.859
Probabilities: A B C | data | best | loaded from outside | trained in situ
-1 -1 -1 | 0.2000 | 0.2283 | 0.0248 | 0.2287
-1 -1 +1 | 0.0500 | 0.0217 | 0.0229 | 0.0219
-1 +1 -1 | 0.2000 | 0.1717 | 0.0048 | 0.1714
-1 +1 +1 | 0.0500 | 0.0783 | 0.0212 | 0.0784
+1 -1 -1 | 0.2000 | 0.1717 | 0.1152 | 0.1707
+1 -1 +1 | 0.0500 | 0.0783 | 0.5115 | 0.0783
+1 +1 -1 | 0.0500 | 0.0783 | 0.0134 | 0.0785
+1 +1 +1 | 0.2000 | 0.1717 | 0.2862 | 0.1721
Weight on valid AND rows, same order: 0.8000 0.7434 0.4310 0.7429
Divergence data-best 0.03959 nat; data-loaded 1.23496 nat
Divergence best-loaded 1.19537 nat; quadratic estimate 1.31383 nat
Divergence best-trained, sampled: offset 4.74e-06, no offset 4.22e-06 nat
Covariance eigenvalues at optimum: min 0.3214, max 1.4086; 8 p_min 0.1734
Updates to moment error 0.001 at step 0.3: no offset 40, offset 45
Sampled run: step 0.1, 6000 updates, first 2000 not averaged
Window 100 dwell times = 2.203 ms; total device time 13.22 s
Weight decay 0.02: divergence from best, no offset 2.46e-04, offset 1.15e-03 nat
Bias clipped at 2.20 mT: remaining moment error 0.4119
Small-input gain with well fluctuations: 0.9427
Neglected, well fluctuations: frozen 3.83e-04, relearned 2.09e-10 nat
Neglected, 5% moment mismatch: frozen 6.36e-05, relearned 1.51e-08 nat
Neglected, 10 K warmer, frozen: 1.20e-04 nat
Neglected, feedback delay 100 ns, frozen: 1.01e-05 nat
Neglected, offset drift 0.2 mT, frozen: 1.72e-02 nat (quadratic estimate 1.70e-02)
Neglected, dipole field at 200 nm: 0.0236 mT = 0.0107 B_T
OK
```
